# Plane waves per orbital in a hafnia supercell, with first correction

## The situation

An oxygen vacancy in hafnium dioxide can hold charge, and such defects matter to charge-trap and resistive memories. To compute its electronic states one places the vacancy in a block of crystal and repeats the block periodically. The block used here is a $2\times2\times2$ repetition of the 12-atom monoclinic cell: 32 hafnium and 64 oxygen atoms before the vacancy is made. We take its volume as $V=1100$ Å$^3$.

Each orbital is stored as a list of plane-wave coefficients, cut off at a kinetic energy $E=400$ eV. How long is the list? The answer sets the memory needed and shows what a larger cell or a higher cutoff will cost. The leading estimate is a ratio of two volumes. Its first correction comes from the discreteness of the allowed wavevectors, and it can be estimated by hand as well.

## Which plane waves are allowed

Let the cell have edge vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$. A Bloch orbital with crystal wavevector $\mathbf k$ is a phase factor $e^{i\mathbf k\cdot\mathbf r}$ times a function with the period of the cell. Expanding the periodic function in a Fourier series gives

$$
\psi_{\mathbf k}(\mathbf r)=\frac{1}{\sqrt V}\sum_{\mathbf G}c(\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}.
$$

Each term of the periodic function must be unchanged when $\mathbf r$ moves by $\mathbf a_j$. Hence $e^{i\mathbf G\cdot\mathbf a_j}=1$, or $\mathbf G\cdot\mathbf a_j=2\pi n_j$ with integer $n_j$. The solutions are

$$
\mathbf G=n_1\mathbf b_1+n_2\mathbf b_2+n_3\mathbf b_3,\qquad \mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}.
$$

They form the reciprocal lattice. We need the volume $v_G$ that belongs to one of its points. Write the vectors $\mathbf a_j$ as the rows of a matrix $A$ and the vectors $\mathbf b_i$ as the rows of $B$. The conditions above say $BA^{T}=2\pi I$. Taking determinants of these $3\times3$ matrices gives $\det B\,\det A=(2\pi)^3$. Since $|\det A|=V$ and $|\det B|=v_G$,

$$
v_G=\frac{(2\pi)^3}{V}.
$$

The angles of the cell do not appear separately, so a monoclinic cell needs no special treatment here.

The cutoff acts on the kinetic energy. With $\mathbf p=\mathbf k+\mathbf G$, two derivatives of the exponential give

$$
-\frac{\hbar^2}{2m}\nabla^2e^{i\mathbf p\cdot\mathbf r}
=\frac{\hbar^2p^2}{2m}\,e^{i\mathbf p\cdot\mathbf r}.
$$

Here $m$ is the free-electron mass, because this is the kinetic energy of a basis function and not of a carrier in a band. We keep the waves with $\hbar^2p^2/2m\le E$, that is

$$
|\mathbf k+\mathbf G|\le q,\qquad q=\frac{\sqrt{2mE}}{\hbar}.
$$

The number of waves kept, $N_{\mathbf k}$, is the number of points of a shifted lattice inside a sphere of radius $q$.

## The leading term

When the sphere is much wider than the spacing of the lattice points in every direction, the count is close to the ratio of the volumes:

$$
N=\frac{4\pi q^3/3}{(2\pi)^3/V}
=\frac{4\pi q^3}{3}\,\frac{V}{8\pi^3}
=\frac{Vq^3}{6\pi^2}.
$$

There is no factor of 2 for spin. We are counting the coefficients of one scalar orbital, not the electrons that could occupy a set of states. A two-component spinor orbital has two such lists and needs $2N$ coefficients.

For the hafnia cell, $\hbar^2/2m=3.810$ eV Å$^2$, so

$$
q^2=\frac{400}{3.810}=104.99\ \text{Å}^{-2},\qquad q=10.246\ \text{Å}^{-1}.
$$

The sphere has volume $4\pi q^3/3=4506.0$ Å$^{-3}$, and each lattice point owns $v_G=0.22550$ Å$^{-3}$. Therefore

$$
N=\frac{4506.0}{0.22550}\approx19\,982,
$$

or about twenty thousand. The last digits are kept for comparison with direct counts; the volume of a real cell does not justify them.

The number can be read in real space. The volume per coefficient is $V/N=6\pi^2/q^3=0.055$ Å$^3$, a cube of edge 0.38 Å. The shortest wavelength in the basis is $2\pi/q=0.613$ Å. The basis resolves equally fine detail everywhere in the cell, in the space left by a missing atom as well as in a bond. This is why the number of atoms does not enter $N$. Removing one oxygen atom, with cell and cutoff held fixed, leaves the list the same length.

## The first correction

### Fourier series of the count

The count depends on $\mathbf k$, because shifting the lattice moves some points into the sphere and others out. Let $\Theta(x)$ be 1 for $x\ge0$ and 0 otherwise. Then

$$
N_{\mathbf k}=\sum_{\mathbf G}\Theta(q-|\mathbf k+\mathbf G|).
$$

Replacing $\mathbf k$ by $\mathbf k+\mathbf G'$ relabels the sum, so $N_{\mathbf k}$ is periodic in $\mathbf k$ with the reciprocal lattice. Its Fourier series runs over the real-space lattice vectors $\mathbf R=m_1\mathbf a_1+m_2\mathbf a_2+m_3\mathbf a_3$, with integer $m_j$:

$$
N_{\mathbf k}\sim\sum_{\mathbf R}c_{\mathbf R}\,e^{i\mathbf k\cdot\mathbf R},\qquad
c_{\mathbf R}=\frac{1}{v_G}\int_{\rm BZ}N_{\mathbf k}\,e^{-i\mathbf k\cdot\mathbf R}\,d^3k .
$$

BZ denotes one Brillouin zone, of volume $v_G$. The sign $\sim$ is a reminder that the series represents a function with jumps and is used below in the mean-square sense.

Insert the sum over $\mathbf G$ and put $\mathbf p=\mathbf k+\mathbf G$ in each term. Since $e^{i\mathbf G\cdot\mathbf R}=1$, the exponential becomes $e^{-i\mathbf p\cdot\mathbf R}$. As $\mathbf k$ runs over the zone and $\mathbf G$ over the lattice, $\mathbf p$ covers all reciprocal space once. Hence

$$
c_{\mathbf R}=\frac{V}{(2\pi)^3}\int_{p<q}e^{-i\mathbf p\cdot\mathbf R}\,d^3p .
$$

For $\mathbf R=0$ the integral is the volume of the sphere, and $c_0=Vq^3/6\pi^2=N$. But $c_0$ is also the average of $N_{\mathbf k}$ over the zone. The leading estimate is therefore the exact zone average, at any cutoff. The first correction has zero mean: it describes how the count at one $\mathbf k$ scatters about $N$.

### Size of one term

For $R\neq0$, take the polar axis along $\mathbf R$ and let $u$ be the cosine of the polar angle:

$$
\int_{p<q}e^{-i\mathbf p\cdot\mathbf R}d^3p
=2\pi\int_0^q p^2dp\int_{-1}^{1}e^{-ipRu}du
=\frac{4\pi}{R}\int_0^q p\sin(pR)\,dp ,
$$

because the integral over $u$ equals $2\sin(pR)/(pR)$. Integration by parts gives

$$
\int_0^q p\sin(pR)\,dp
=\left[-\frac{p\cos(pR)}{R}+\frac{\sin(pR)}{R^2}\right]_0^q
=\frac{\sin(qR)-qR\cos(qR)}{R^2}.
$$

With the prefactor $V/8\pi^3$,

$$
c_{\mathbf R}=\frac{V}{2\pi^2R^3}\bigl[\sin(qR)-qR\cos(qR)\bigr].
$$

As a check, for small $x=qR$ the bracket is $(x-x^3/6)-(x-x^3/2)=x^3/3$ to leading order, which returns $Vq^3/6\pi^2$.

In our cell the opposite limit holds. The edges are 10.17, 10.37 and 10.57 Å, so for the shortest edge $qR\approx104$. The sine term is smaller than the amplitude of the cosine term by a factor of about a hundred, and

$$
c_{\mathbf R}\simeq-\frac{Vq}{2\pi^2R^2}\cos(qR),\qquad qR\gg1 .
$$

For $R=10.17$ Å the amplitude $Vq/(2\pi^2R^2)$ is about 5.5 plane waves. Relative to $N$ it is $3/(qR)^2$, or about 0.03 %.

### Typical size of the sum

Adding the amplitudes without their signs would give no useful answer. They fall as $1/R^2$, while the number of lattice vectors between $R$ and $R+dR$ grows as $R^2dR$, so that sum diverges. The mean square over the zone does converge. By Parseval's theorem,

$$
\sigma^2=\bigl\langle(N_{\mathbf k}-N)^2\bigr\rangle_{\rm BZ}
=\sum_{\mathbf R\neq0}|c_{\mathbf R}|^2
\simeq\left(\frac{Vq}{2\pi^2}\right)^2\sum_{\mathbf R\neq0}\frac{\cos^2(qR)}{R^4}.
$$

To estimate the sum, make two approximations. First, replace the nearly equal-sided cell by a cube of edge $L=V^{1/3}=10.32$ Å. Secondly, replace $\cos^2(qR)$ by its average $1/2$, which supposes that the phases $qR$ are evenly spread. Then

$$
\sigma\approx\frac{qL}{2\pi^2}\sqrt{\frac S2},\qquad
S=\sum_{\mathbf n\neq0}\frac1{|\mathbf n|^4},
$$

where $\mathbf n$ has integer components. The 26 nearest points contribute

$$
6\cdot1+12\cdot\frac14+8\cdot\frac19=9.9 .
$$

Treat the rest as a continuum of unit density outside a sphere whose volume is 27, the number of points already dealt with, including the origin. Its radius is $r_0=(81/4\pi)^{1/3}=1.86$, and the remainder is

$$
\int_{r_0}^{\infty}\frac{4\pi r^2}{r^4}\,dr=\frac{4\pi}{r_0}\approx6.75 .
$$

So $S\approx16.6$. With $qL\approx105.8$,

$$
\sigma\approx5.36\times2.88\approx15 .
$$

If every $\cos^2(qR)$ were 1 instead of $1/2$, the result would be larger by $\sqrt2$, about 22. The leading estimate with its first correction is thus

$$
N_{\mathbf k}\approx19\,982\pm15 ,
$$

where the second figure is an estimated root-mean-square scatter over $\mathbf k$. It is not a bound. Relative to $N$ it is

$$
\frac{\sigma}{N}\approx\frac{3}{(qL)^2}\sqrt{\frac S2}\approx0.08\ \%.
$$

For cells of fixed shape, and with the phases averaged, this relative scatter falls as $1/(qL)^2$.

## Comparison with direct counts

The points can also be counted one by one, by evaluating the kinetic energy of each $\mathbf k+\mathbf G$. At $\Gamma$, where $\mathbf k=0$, the count is 19 985, three above the estimate. Such close agreement is partly luck. At $\Gamma$ the terms for $\mathbf R$ and $-\mathbf R$ are equal and add in phase. If the other phases are taken as independent, the typical deviation there, as the cutoff is varied, is about $\sqrt2\,\sigma\approx22$, larger than the root-mean-square value over the zone. This is a rough figure, because the symmetry of the cell makes some further lattice vectors equal in length.

On a mesh of 216 $\mathbf k$-points, together with $\Gamma$, the counts run from 19 943 to 20 014. These extremes lie 39 below and 32 above $N$, or between two and three times the estimated $\sigma$. The scatter seen is thus of the estimated order.

The mean over the mesh is 19 981.3, which differs from $N$ by 0.0055 %. The Fourier series shows why the mean should lie much closer to $N$ than a typical single count does. The mesh has six equally spaced values in each direction, so the sum of $e^{i\mathbf k\cdot\mathbf R}$ over it vanishes unless all three integers $m_j$ are multiples of 6. The shortest surviving vectors are six times longer than the cell edges, and their amplitudes are 36 times smaller. For a randomly shifted mesh the mean therefore scatters about $N$ by roughly $\sigma/36\approx0.4$. The mesh used here is symmetric under $\mathbf k\to-\mathbf k$, so the terms for $\mathbf R$ and $-\mathbf R$ add in phase, as at $\Gamma$. Its typical offset for cutoffs between 380 and 420 eV is about 0.9, close to the 1.1 found.

## A guaranteed bound

A root-mean-square value does not limit the count at a chosen $\mathbf k$. A geometrical argument does. Around each lattice point place a parallelepiped with edges $\mathbf b_1,\mathbf b_2,\mathbf b_3$, centred on the point. These blocks fill reciprocal space without overlap. Let $d$ be the distance from the centre of a block to its farthest corner, and take $q>d$.

The blocks of the $N_{\mathbf k}$ selected points have total volume $N_{\mathbf k}v_G$. No part of them lies farther than $q+d$ from the origin. Conversely, any position within $q-d$ of the origin lies in a block whose centre is at most $d$ away, hence within $q$, so that block is among those selected. Therefore

$$
\frac{4\pi}{3}(q-d)^3\le N_{\mathbf k}v_G\le\frac{4\pi}{3}(q+d)^3 .
$$

Dividing by $4\pi q^3/3=Nv_G$ gives

$$
\left(1-\frac dq\right)^3\le\frac{N_{\mathbf k}}{N}\le\left(1+\frac dq\right)^3 .
$$

Here $d=0.557$ Å$^{-1}$ and $d/q=0.0543$, so the count at every $\mathbf k$ lies between 16 900 and 23 419. This is far wider than the scatter found. The bound allows for a whole surface layer of blocks being gained or lost together, whereas in the counts the gains and losses nearly cancel.

## Where the estimate fails

The expansion needs $qR\gg1$ for every short lattice vector, so a large volume alone is not sufficient. Consider a cell with one very short edge, of length $a$, perpendicular to a base that is wide in both directions and has area $A_0$. Allowed wavevectors along the thin direction are spaced by $2\pi/a$. If $2\pi/a>q$, then at $\Gamma$ only the layer with zero component along that direction meets the sphere. The count becomes the area of a disc divided by the area per point:

$$
N_{\rm thin}\simeq\frac{\pi q^2}{(2\pi)^2/A_0}=\frac{A_0q^2}{4\pi}.
$$

The volume formula would give $A_0aq^3/6\pi^2$. The ratio is

$$
\frac{N_{\rm thin}}{N}=\frac{A_0q^2}{4\pi}\,\frac{6\pi^2}{A_0aq^3}=\frac{3\pi}{2qa}.
$$

Just below the threshold $a=2\pi/q$ this is $3/4$, so the volume formula is too large by one third. For still thinner cells the ratio grows without limit, because $N$ tends to zero with $a$ while the disc remains.

At 400 eV the threshold thickness is 0.613 Å, far below any edge of the hafnia cell, so this failure does not arise here. A $1\times2\times4$ arrangement of the 12-atom cell, with the same volume and cutoff, gives 19 973 at $\Gamma$, nine below the estimate. Agreement this close is partly luck: the shortest edge is now half as long, so the amplitude of its term in the series is four times larger, about 22 plane waves.

## Changing the cutoff or the cell

Since $q^3\propto E^{3/2}$, the leading term obeys

$$
N\propto VE^{3/2},\qquad
\frac{\delta N}{N}\simeq\frac{\delta V}{V}+\frac32\frac{\delta E}{E}
$$

for small changes. An assumed 2 % increase in volume, at fixed cutoff, adds about 400 plane waves. That is more than twenty times the estimated scatter $\sigma$, so a volume uncertainty of this size matters more than the discreteness of the lattice.

Raising the cutoff to 500 eV at fixed volume is not a small change, and the full power must be used: $(500/400)^{3/2}=1.398$. The estimate becomes 27 926, and the direct count at $\Gamma$ is 27 921. Doubling the cell along one edge at 400 eV gives 39 929 at $\Gamma$, which is 1.998 times the original count.

The same scaling shows what happens if a cell expands while its list of integers $(n_1,n_2,n_3)$ is kept. With $N$ fixed, $E\propto V^{-2/3}$. A uniform expansion of 2 % in volume then lowers the effective cutoff from 400 to about 395 eV. Total energies at different volumes should therefore be compared with a cutoff high enough for such a shift not to matter.

## From one orbital to the whole calculation

The electron density contains products $\psi^*\psi$. A product of waves $\mathbf k+\mathbf G$ and $\mathbf k+\mathbf G'$ has wavevector $\mathbf G'-\mathbf G$, whose length is at most $2q$ by the triangle inequality. All components of these products thus lie in a sphere of twice the radius, which holds about $8N$ lattice points. Not every one of them occurs as a difference $\mathbf G'-\mathbf G$; at $\Gamma$ about 2 % do not. Methods that use softened orbitals, such as the projector augmented-wave method, add further charge near the atoms, and this sphere need not contain all of its components. The direct count of lattice points in the sphere of radius $2q$ is 159 925, or 8.002 times the orbital count at $\Gamma$.

The number of atoms enters through the number of orbitals. Suppose that 4 electrons per hafnium and 6 per oxygen are treated explicitly, and that each orbital holds two electrons. The perfect cell has

$$
\frac{32\times4+64\times6}{2}=256
$$

occupied orbitals. A neutral oxygen vacancy removes six electrons and leaves 253. At 16 bytes per complex coefficient, the perfect cell needs

$$
19\,985\times256\times16\ \text{bytes}=81.9\ \text{MB}
$$

for one $\mathbf k$-point, and the vacancy cell needs 80.9 MB. Empty orbitals and work arrays come on top of this.

At $\Gamma$ the list can be shortened. If the Hamiltonian is real, as it is without magnetic fields and spin-orbit coupling, the orbitals can be chosen real. Equating $\psi$ with $\psi^*$ then gives $c(-\mathbf G)=c(\mathbf G)^*$. One member of each pair is enough, together with the real number $c(0)$: $(19\,985+1)/2=9993$ coefficients.

## The model beside real hafnia

The cell shape used here starts from rough edges of 5.1, 5.2 and 5.3 Å and an angle of 99° for the 12-atom monoclinic cell, scaled to give 1100 Å$^3$ for 96 atoms. The cutoff of 400 eV is an example value. Atomic potentials that make the orbitals vary more sharply need a higher one; a cutoff of 1000 eV, for instance, would raise $N$ by $2.5^{3/2}\approx4$, to about 79 000. A real memory film also departs from the assumed periodicity. One vacancy per 1100 Å$^3$ means about $9\times10^{20}$ cm$^{-3}$, in a regular array. To dilute the vacancies eightfold one doubles all three edges, and at 400 eV $N$ rises to about 160 000. Films may also be amorphous; if the density were 10 % lower for the same atoms, $V$ and $N$ would both rise by 11 %.

None of these counts shows that 400 eV is accurate enough for a defect level or a formation energy. That depends on how sharply the orbitals vary, and so on the atomic potentials used. It has to be settled by raising the cutoff until the wanted energy difference stops changing within the required accuracy. The estimate gives the price of each such step: at fixed volume, going from 400 to 500 eV lengthens every orbital by 40 %. The computed values are collected in the numerical output below.

## Calculated quantities

```
Hf atoms, O atoms, total: 32, 64, 96
Rough 12-atom cell edges: (5.1, 5.2, 5.3) A
Rough monoclinic angle: 99 degrees
Cell volume: 1100 A^3
Scaled 96-atom cell edges: 10.17, 10.37, 10.57 A
Cutoff energy: 400 eV
hbar^2/(2m): 3.8100 eV A^2
q squared: 104.99 A^-2
Cutoff radius q: 10.246 A^-1
q cubed: 1075.7 A^-3
Shortest wavelength 2 pi/q: 0.613 A
Sphere volume: 4506.0 A^-3
Reciprocal volume per G: 0.22550 A^-3
6 pi^2: 59.218
Estimated plane waves N: 19982
N/(V E^1.5): 0.002271 A^-3 eV^-1.5
Explicit count at Gamma: 19985
Gamma count minus estimate: +0.01 %
k-points in mesh: 216
Mean count over k mesh: 19981.3
Mean minus estimate: -0.0055 %
Smallest count, mesh and Gamma: 19943
Largest count, mesh and Gamma: 20014
Largest distance d in reciprocal cell: 0.557 A^-1
d/q: 0.0543
Guaranteed lower and upper bounds: 16900, 23419
Count at Gamma, 1x2x4 cell of equal volume: 19973
Count at Gamma, doubled volume: 39929
Doubled-volume count ratio: 1.998
Estimate at 500 eV: 27926
Count at Gamma, 500 eV: 27921
Count ratio 500 eV to 400 eV: 1.397
Formula ratio 500 eV to 400 eV: 1.398
Density components, radius 2q: 159925
Density to orbital count ratio: 8.002
Assumed volume uncertainty: 2 %
Change of N for that volume increase: 400
Independent coefficients at Gamma: 9993
Occupied orbitals, perfect cell: 256
Occupied orbitals, neutral O vacancy: 253
Bytes per complex coefficient: 16
Full storage, perfect cell: 81.9 MB
Full storage, neutral O vacancy: 80.9 MB
```
